# Why light on a p-n junction moves copper between its wires

**Q.** I have a wafer in an acidic copper-ion solution. One copper pad is wired to the p-side of a silicon junction, another to the n-side. Under room light the p-side pad thins and the n-side pad thickens. The pads are the same metal in the same liquid, and nothing is connected to the wafer. What drives the transfer?

**A.** The junction is a small solar cell, and the solution closes its circuit. Light makes electron-hole pairs. The built-in field of the junction points from n to p, so it carries holes to the p-side and electrons to the n-side. The p-side wire becomes positive and the n-side wire negative.

A positive copper surface gives up positive ions, and a negative one takes them in:

$$\text{p-side: } \mathrm{Cu}\to\mathrm{Cu}^{2+}+2e^-,\qquad \text{n-side: } \mathrm{Cu}^{2+}+2e^-\to\mathrm{Cu}.$$

The electrons released on the p-side enter the silicon, recombine with the holes arriving there, and are replaced on the n-side by photogenerated electrons. In the liquid, ions carry the current from the p-side pad to the n-side pad.

**Q.** The positive terminal of a discharging battery is its cathode. Why is the positive pad the anode here?

**A.** In a battery, the electrode reactions are the source. Here the source is the junction, and the electrode reactions are its load, as in an electroplating bath. Current leaves the positive terminal of a source and enters the load. It therefore passes from the p-side copper into the solution, and such a current is anodic.

**Q.** Can you derive the sign, rather than read it off a picture of the field?

**A.** I use atomic units, with $e=1$, and write $\theta$ for the thermal energy. Let $V=\phi_p-\phi_n$ be the potential of the p-side wire minus that of the n-side wire. An electron has charge $-1$, so the Fermi energies of the two wires obey $E_{F,n}-E_{F,p}=V$.

With ohmic contacts, each wire shares the Fermi level of the majority carriers next to it. I assume that these levels stay flat through the depletion layer. For nondegenerate carriers, with midgap energy $E_i$ and intrinsic density $n_i$,

$$n=n_i e^{(E_{F,n}-E_i)/\theta},\quad p=n_i e^{(E_i-E_{F,p})/\theta}\quad\Rightarrow\quad np=n_i^2e^{V/\theta}.$$

Now take the neutral part of the p-side. Let $x$ run from the depletion edge, $x=0$, to the contact, $x=d_p$. The hole density is $N_A$, so the dark electron density is $n_i^2/N_A$. Call the excess above it $u$. The edge condition and the ohmic contact give

$$u(0)=u_0=\frac{n_i^2}{N_A}\left(e^{V/\theta}-1\right),\qquad u(d_p)=0.$$

The field is weak here, so electrons move by diffusion. If $d_p$ is much shorter than the diffusion length, recombination inside the region can be dropped. For a uniform generation rate $G$,

$$D_nu''+G=0,\qquad u=u_0\left(1-\frac{x}{d_p}\right)+\frac{G}{2D_n}x(d_p-x).$$

The second derivative of this $u$ is $-G/D_n$, and both end values are right. The electron flux toward the junction, in the direction of falling $x$, is

$$D_nu'(0)=\frac{Gd_p}{2}-\frac{D_nu_0}{d_p}.$$

Half of the electrons generated in this region reach the junction, and the other half are lost at the contact. Electrons moving from p to n are a conventional current from n to p, which leaves the device at the p terminal. Holes on the n-side give the same expression with $D_p$, $N_D$ and $d_n$. In the depletion layer, of width $W$, the field separates every pair if recombination there is neglected, which adds $GW$. The current density leaving the p terminal is therefore

$$J(V)=J_{ph}-J_0\left(e^{V/\theta}-1\right),$$

$$J_{ph}=G\left(W+\frac{d_p+d_n}{2}\right),\qquad J_0=n_i^2\left(\frac{D_n}{N_Ad_p}+\frac{D_p}{N_Dd_n}\right).$$

At open circuit $J=0$, so $e^{V_{oc}/\theta}=1+J_{ph}/J_0>1$. Hence $V_{oc}>0$, and the p-side wire is positive.

**Q.** What fixes $W$?

**A.** Poisson's equation. Let $v$ be the potential measured from the neutral p-side. The charge density there is $-N_A(1-e^{-v/\theta})$, since holes thin out as $v$ rises. With dielectric constant $\varepsilon$, $v''=(4\pi N_A/\varepsilon)(1-e^{-v/\theta})$. Multiply by $v'$ and integrate up to the junction plane, where $v=v_p\gg\theta$ and the field has its peak magnitude $\mathcal E$:

$$\frac{\varepsilon\mathcal E^2}{8\pi}=N_A(v_p-\theta).$$

The n-side gives $N_D(v_n-\theta)$ for the same quantity. Both drops are large compared with $\theta$ only if the dopings are comparable, within about a factor of ten. In a strongly one-sided junction, carriers spilling over from the heavily doped side raise the field at the junction plane above the value found here, although the width below remains a good estimate. The two drops add up to $V_{bi}-V$, where $V_{bi}=\theta\ln(N_AN_D/n_i^2)$. Dividing by the dopings and adding,

$$\frac{\varepsilon\mathcal E^2}{8\pi}\left(\frac1{N_A}+\frac1{N_D}\right)=V_{bi}-V-2\theta.$$

Fully depleted layers that produce this field have total width $W=(\varepsilon\mathcal E/4\pi)(1/N_A+1/N_D)$. Eliminating $\mathcal E$,

$$W=\sqrt{\frac{\varepsilon}{2\pi}\left(V_{bi}-V-2\theta\right)\left(\frac1{N_A}+\frac1{N_D}\right)}.$$

**Q.** Now the copper. How does its potential set the direction of the reaction?

**A.** Let $\eta$ be the potential of a copper surface relative to the solution beside it, minus the value at which Cu and Cu²⁺ are in equilibrium. Count current from metal to solution as positive. An ion of charge 2 leaving the metal gains free energy $2\eta$ of driving force, so the ratio of dissolution rate to deposition rate must be $e^{2\eta/\theta}$. A rate law that meets this is

$$i(\eta)=i_0\left(e^{\alpha_a\eta/\theta}-e^{-\alpha_c\eta/\theta}\right),\qquad \alpha_a+\alpha_c=2,$$

with both coefficients positive and the ion concentration at the surface held at its bulk value. Then $i$ has the sign of $\eta$ and rises steadily with it, so it has an inverse function, $\eta(i)$.

Real liquids also contain an oxidant, such as dissolved oxygen. I let its reduction consume a fixed current density $i_{ox}$ on both coppers. This is a simplification: such a reduction usually speeds up as the metal becomes more negative, which would leave somewhat less plating on the n-side in the example below, and much less when that pad is driven 100 mV or more negative. With $I$ the cell current from p-side copper to solution, and $A_p$, $A_n$ the exposed copper areas,

$$I=A_p[i(\eta_p)-i_{ox}],\qquad -I=A_n[i(\eta_n)-i_{ox}].$$

The minus sign in the second equation expresses that the wafer floats: what leaves one pad must return at the other.

The equilibrium potential is the same for both pads and cancels from the wire voltage. The solution is at a higher potential near the p-side pad by $IR$, where $R$ is its resistance. Hence

$$V=\eta_p-\eta_n+IR=\eta\!\left(i_{ox}+\frac{I}{A_p}\right)-\eta\!\left(i_{ox}-\frac{I}{A_n}\right)+IR.$$

**Q.** Does that guarantee a current in the direction you claim?

**A.** Within this model, yes. The right side is zero at $I=0$ and rises with $I$. The junction, of area $A_j$, supplies $I=A_jJ(V)$. With its widths held fixed, this current falls steadily with $V$, from $A_jJ_{ph}>0$ at $V=0$ to zero at $V_{oc}$. The rising load curve and the falling junction curve cross once, at $0<V<V_{oc}$ and $I>0$.

In the dark, $J_{ph}=0$ and both curves pass through the origin. The current vanishes, and both coppers sit at the potential where $i(\eta)=i_{ox}$. They corrode slowly, at equal rates per unit area. The light breaks the symmetry, and the doping decides which pad suffers.

**Q.** You keep the oxidant. Could it stop the plating on the n-side?

**A.** Yes. The copper part of the current density is

$$i(\eta_p)=i_{ox}+\frac{I}{A_p},\qquad -i(\eta_n)=\frac{I}{A_n}-i_{ox}.$$

The first is the dissolution rate of the p-side pad, which light raises. The second is the plating rate of the n-side pad, which is positive if $I>A_ni_{ox}$. At lower current the n-side copper still dissolves, but more slowly than in the dark. It is partly protected, not plated.

While the voltage is small enough that the diode's own forward current is negligible, $I\approx A_jJ_{ph}$, and the threshold generation rate is

$$G^*=\frac{A_n i_{ox}}{A_j\left[W+(d_p+d_n)/2\right]}.$$

There must also be copper ions to plate. In a fresh liquid without them, the n-side must first reduce something else, until ions from the dissolving pad arrive.

**Q.** Give me numbers for a plausible wafer.

**A.** Take rough typical silicon values at 300 K: doping $10^{17}\ \mathrm{cm^{-3}}$ on each side, $n_i=10^{10}\ \mathrm{cm^{-3}}$, mobilities of 800 and 300 cm²/Vs, 1000 nm of silicon on each side, and a carrier lifetime of 10 µs. The generation rate is $10^{18}\ \mathrm{cm^{-3}s^{-1}}$. If the absorbed light were all at 555 nm, it would amount to 489 lux. Such light is partly reflected, and 2 µm of silicon absorbs only about 70% of what enters, more strongly near the surface. The incident light needed for the same photocurrent is therefore about twice this, roughly 1000 lux, which is bright room lighting.

The junction area is $10^4$ µm². The p-side pad exposes 100 µm² of copper and the n-side pad 900 µm². For the copper I take $i_0=0.1$ mA/cm², $\alpha_a=1.5$, $\alpha_c=0.5$ and $i_{ox}=0.02$ mA/cm². The liquid has 1 mmol/L of copper ions and a conductivity of 1 mS/cm.

In engineering units the elementary charge $q$ returns. At $V=0$ the depletion width is 142 nm, so each neutral region is $1000-71=929$ nm wide. The collection width is $142+929=1071$ nm, and

$$J_{ph}=qG(1.071\times10^{-4}\ \mathrm{cm})=17.2\ \mathrm{\mu A/cm^2}.$$

With $J_0=4.9\times10^{-11}$ A/cm² and a thermal voltage of 25.85 mV,

$$V_{oc}=25.85\ \mathrm{mV}\times\ln\left(1+\frac{1.716\times10^{-5}}{4.9\times10^{-11}}\right)=330\ \mathrm{mV}.$$

The loaded circuit settles at 82 mV. There the diode's forward current is negligible, and the cell takes almost the whole photocurrent: $10^{-4}\ \mathrm{cm^2}\times17.1\ \mathrm{\mu A/cm^2}=1.71$ nA.

On the small p-side pad this is 1.71 mA/cm². The oxidant adds 0.02, giving 1.73 mA/cm² of dissolution. On the large n-side pad it is 0.19 mA/cm², of which the oxidant takes 0.02, leaving 0.17 mA/cm² of plating.

The voltage can be traced around the loop. The p-side copper sits 49.5 mV above equilibrium, the n-side copper 32 mV below it, and the solution takes 0.9 mV. These add up to 82.4 mV.

**Q.** How fast does the copper move?

**A.** Each atom carries two charges, so the surface moves at $i\Omega/2$, where $\Omega$ is the volume per copper atom in the metal. For copper, 0.02 mA/cm² corresponds to 0.441 nm in one minute, which is the loss in the dark. Scaling by current density, the lit p-side pad loses

$$0.441\times\frac{1.73}{0.02}\approx38\ \mathrm{nm}$$

in one minute (380 Å), and the n-side pad gains 3.75 nm. The attack is some 86 times faster than in the dark, because a large junction feeds a small pad: the area ratio $A_j/A_p$ is 100.

The amounts need not balance between the pads. Per unit time, the p-side loses copper in proportion to $100\times1.73=173$ and the n-side gains $900\times0.17=153$. The difference, 20, equals $1000\times0.02$, the oxidant current over both pads. That copper stays in solution.

**Q.** Your junction law rests on sharp depletion edges and flat Fermi levels. Has it been checked without them?

**A.** Yes. Poisson's equation and both carrier continuity equations, including recombination, were solved on a one-dimensional grid. The short-circuit current density agrees with the formula at 17.16 µA/cm², and the open-circuit voltage is 330 mV by both routes. The splitting of the Fermi levels at the junction, found from the computed product $np$, is 330 meV, as the relation to $V$ requires.

The computed current-voltage curves then drove a time-dependent circuit in which the junction and both copper surfaces store charge. In the dark it was started with the coppers at $+30$ and $-30$ mV. It relaxed to no cell current, with both pads corroding at $i_{ox}$. When the light was switched on, the pads changed by the 38 nm and 3.75 nm found above.

The plating threshold was tested too. The formula gives 0.105 of the example's light, as does the arithmetic $900\times0.02/(10^4\times0.01716)$. At 0.9 of that threshold the n-side copper dissolved; at 1.1 of it, copper plated.

**Q.** Could a difference in the liquid at the two pads reverse the cell?

**A.** It would have to beat the photovoltage. Suppose that the equilibrium potential of the p-side copper exceeds that of the n-side copper by $E$. The circuit equation becomes $V=E+\eta_p-\eta_n+IR$. At $I=0$ the load now needs a voltage $E$, so the crossing has $I>0$ if $E<V_{oc}$ and $I<0$ if $E>V_{oc}$. With $E$ set 15 mV below and then 15 mV above $V_{oc}$, the time-dependent circuit gave these two signs.

Such an $E$ could come from unequal ion concentrations $c_p$ and $c_n$. In a dilute solution an ion's free energy contains $\theta\ln c$, and its charge is 2, so $2E=\theta\ln(c_p/c_n)$. Reversal requires

$$\frac{c_p}{c_n}>e^{2V_{oc}/\theta}=1.2\times10^{11}$$

with all else held fixed, including the rate law $i(\eta)$ at both pads. This ratio is necessary, not sufficient. If deposition is proportional to the ion concentration and dissolution is independent of it, a pad in a liquid emptied of copper ions sits where dissolution alone equals $i_{ox}$, only about 30 mV below its potential at 1 mmol/L, so diluting the n-side cannot supply such an $E$. Ordinary concentration differences will not do it at this light level. In much dimmer light $V_{oc}$ is smaller, and so is the ratio needed.

**Q.** Suppose I add an inhibitor. Does slowing the copper reaction stop the transfer?

**A.** Not in proportion, because the junction can raise its voltage to compensate. Represent the inhibitor by a smaller $i_0$ on both pads, with everything else fixed. Far from equilibrium one exponential dominates on each pad, so

$$\eta_p\approx\frac{\theta}{\alpha_a}\ln\frac{i(\eta_p)}{i_0},\qquad -\eta_n\approx\frac{\theta}{\alpha_c}\ln\frac{-i(\eta_n)}{i_0}.$$

For a tenfold cut, $i_0=0.01$ mA/cm², and the full photocurrent needs

$$17.2\ln173+51.7\ln17\approx89+146=235\ \mathrm{mV}.$$

This is still well below 330 mV. The diode then diverts $J_0e^{235/25.85}\approx0.4$ µA/cm², under 3% of the photocurrent, so the attack hardly changes.

For a hundredfold cut, the full current would need about 394 mV, more than the junction can give. Let a fraction $f$ of the photocurrent flow in the cell. The diode takes the rest, so its voltage is about $330+25.85\ln(1-f)$ mV. At $f=0.38$ the copper current densities are 0.67 and 0.052 mA/cm², and the load needs

$$17.2\ln670+51.7\ln52\approx112+204=316\ \mathrm{mV},$$

against 318 mV from the junction. The current has fallen to roughly two fifths of its former value. This figure depends on holding $i_{ox}$ fixed while the n-side is driven 200 mV negative. If the oxidant current instead grows as $e^{-0.5\eta/\theta}$ from its dark value and the inhibitor does not slow it, the n-side passes its current mainly by reducing oxidant at about $-110$ mV. The load then needs only about $128+110=238$ mV, some 96% of the current still flows, and plating nearly stops while the p-side attack continues. An inhibitor must therefore slow the reaction enough to exhaust the photovoltage before it cuts the current strongly. Dimming the light, by contrast, lowers the current in direct proportion as long as the diode's forward current is negligible.

**Q.** What else did the model leave out, and does it matter for this wafer?

**A.** On the silicon side, little. The peak field is 0.10 MV/cm, below the few tenths of MV/cm at which silicon roughly breaks down. Direct tunnelling across the gap is ruled out: the potential drop over the junction, $V_{bi}-V\approx0.83-0.08=0.75$ V, is less than the 1.12 V that the gap requires, so no valence states on the p-side line up in energy with conduction states on the n-side. The tunnelling length in the output, 108 nm, is only the gap divided by the peak field. The correction for degenerate carriers is well below 1%, and the minority density at open circuit is of order $10^{-9}$ of the doping.

Cutting the lifetime to 0.1 µs lowers $V_{oc}$ to 322.5 mV, and the current at the same operating voltage by 0.2%. At 330 K, with the gap and mobilities kept at their 300 K values, $V_{oc}$ drops to 240 mV, still well above the 82 mV that the copper needed with its 300 K kinetics. A resistance of 10 kΩ in the silicon would take 0.02 mV.

In the liquid, I replaced each pad by a hemisphere of equal area, with radius $a$. The current density at distance $r$ is $I/2\pi r^2$. Integrating it from $a$ outward gives a resistance $1/(2\pi\kappa a)$ for conductivity $\kappa$, and the resistances of the two pads add if the pads are far apart compared with their size. The same spreading law for diffusion, with a rough ion diffusivity, puts the plating current at 15% of the largest that diffusion can supply. The ion concentration is then about 15% below the bulk value at the n-side pad and about 50% above it at the p-side pad. Together these changes cost about 7 mV. The junction has ample voltage in reserve for that.

**Q.** How close is this to a chip in a polishing or cleaning tool?

**A.** The mechanism carries over where copper joined to both sides of a junction is wet, unpassivated and lit. The numbers depend on layout. One assumption that a real chip can break is uniform light over the whole junction, since metal lines can shade part of it. If half the junction is dark and collects nothing, the cell current halves. The p-side pad then dissolves at $0.86+0.02=0.88$ mA/cm², and loses about 19 nm in a minute instead of 38 nm.

The area ratio can move the result much further in either direction, and 100 is a choice, not a typical value. A strongly oxidizing slurry can have an $i_{ox}$ far above mine, which raises the light needed for plating. An oxide or inhibitor film can reduce the attack or make it uneven, and a single $i_0$ does not describe that.

For wet copper on lit junctions, the model therefore points to two measures: keep the light off, and avoid connecting a large junction to a small exposed area of p-side copper. Shrinking the junction helps in proportion while the photocurrent, rather than the copper reaction, limits the cell, and by less once the reaction limits it. Exposing more p-side copper can help beyond that point too, if the n-side pad is what holds the current back, because the same current is then spread over a larger area. The numerical check give the values used here.

## Numbers as computed

```
temperature: 300 K
thermal voltage: 25.85 mV
doping of each side: 1e+17 cm^-3
intrinsic density: 1e+10 cm^-3
electron mobility: 800 cm2/Vs
hole mobility: 300 cm2/Vs
length of each side: 1000 nm
carrier lifetime: 10 us
generation rate: 1e+18 cm^-3 s^-1
absorbed light, as 555 nm light: 489 lux
junction area: 1e+04 um2
p-side copper area: 100 um2
n-side copper area: 900 um2
copper exchange current density: 0.1 mA/cm2
anodic, cathodic coefficients sum: 2
anodic coefficient: 1.5
oxidant current density: 0.02 mA/cm2
solution conductivity: 1 mS/cm
copper ion concentration: 1 mmol/L
depletion width at V=0: 142.2 nm
collection width at V=0: 1071 nm
saturation current density J0: 4.9e-11 A/cm2
photocurrent density, formula: 17.16 uA/cm2
photocurrent density, numerical: 17.16 uA/cm2
open-circuit voltage, formula: 330.1 mV
open-circuit voltage, numerical: 330 mV
quasi-Fermi splitting at junction: 330 meV
operating voltage, formula: 82.4 mV
operating voltage, numerical: 82.4 mV
p-side copper overpotential: 49.5 mV
n-side copper overpotential: -32 mV
cell current, formula: 1.71 nA
cell current, numerical: 1.709 nA
p-side copper dissolution current density: 1.73 mA/cm2
n-side copper plating current density: 0.17 mA/cm2
p-side loss in 1 min, formula: 38.1 nm
p-side loss in 1 min, numerical: 38.1 nm
n-side gain in 1 min, formula: 3.75 nm
n-side gain in 1 min, numerical: 3.75 nm
loss in 1 min in the dark: 0.441 nm
plating threshold / example light: 0.105
ion ratio needed to reverse cell: 1.2e+11
peak field: 0.104 MV/cm
interband tunnelling length: 108 nm
degeneracy correction: 0.13 %
minority/doping at open circuit: 3.3e-09
short lifetime tried: 0.1 us
open-circuit voltage, short lifetime: 322.5 mV
current ratio, short/long lifetime: 0.9978
open-circuit voltage at 330 K: 240.2 mV
n-side share of ion diffusion limit: 15.1 %
voltage cost of ion transport: 7.4 mV
voltage drop in solution: 0.91 mV
voltage drop in 10 kohm of silicon: 0.017 mV
```
